\section*{Optimal layer fraction of a weakly coupled magnetoelectric laminate, part 2}

A magnetostrictive core bonded between two piezoelectric layers turns a magnetic field into a voltage. What fraction $f$ of the total thickness $t$ should be piezoelectric? The layers have thicknesses $ft/2$, $(1-f)t$ and $ft/2$. Axis 1 runs along the bar and axis 3 through its thickness; both piezoelectric layers are poled along $+3$ and are in series.

For small changes about a fixed magnetic bias, the axial strain $S$ is $s_pT_p+dE$ in the piezoelectric and $s_mT_m+qH$ in the core, and $D=\varepsilon E+dT_p$. Here $T_p,T_m$ are axial stresses (tension positive), $s_p,s_m$ compliances, $E,D$ the electric field and displacement along axis 3, $d=d_{31}$ the piezoelectric coefficient, $\varepsilon$ the permittivity at constant stress, $H$ the field inside the core along axis 1, and $q$ the core's free strain per unit $H$. The voltage $V=Eft$ is the potential of the bottom electrode minus that of the top one, and $\alpha=V/(tH)$. Also $k^2=d^2/(s_p\varepsilon)$ and $u=f(1-f)$.

For a flat, perfectly bonded, narrow bar:

\paragraph{Lemma 2.} Let $s_D=s_p(1-k^2)$. With open electrodes
\begin{equation}
\alpha(f)=-\frac{dq}{\varepsilon}\,\frac{1}{\dfrac{s_D}{f}+\dfrac{s_m}{1-f}} . \label{agen}
\end{equation}
The proof inserts $T_p=-\varepsilon E/d$, from $D=0$, into the stress relation and solves for $E$.

\paragraph{Theorem 1.} Let $s_p=s_m=s$ and define
\begin{equation}
A=-\frac{dq}{s\varepsilon}. \label{A}
\end{equation}
Then
\begin{equation}
\alpha(f)=\frac{A f(1-f)}{1-k^2(1-f)}. \label{aeq}
\end{equation}
To leading order in $k^2$ this is $\alpha=Af(1-f)$. Its magnitude is largest at $f=\tfrac12$, where $\alpha=A/4$.

\paragraph{Lemma 3.} For $a,b>0$ the function $g(f)=a/f+b/(1-f)$ on $0<f<1$ has its minimum $(\sqrt a+\sqrt b)^2$ at
\begin{equation}
\frac{f^*}{1-f^*}=\sqrt{\frac ab}. \label{fstar}
\end{equation}

The PZT and Galfenol example has $s=15\times10^{-12}\,\mathrm{Pa^{-1}}$, $d=-170$ pC/N, $\varepsilon=1700\,\varepsilon_0$, $q=12.57$ nm/A (1 ppm/Oe), $k^2=0.128$ and $A=7.53$ V/(cm\,Oe). With finite $k^2$, $\alpha=2.01$ V/(cm\,Oe) at $f=\tfrac12$.

The assumptions are now given up one at a time, with compliance $s$ for both materials. Except where finite coupling is stated, calculations are to leading order in $d$: the stress is found without the term $dE$, and the voltage follows from it.

\subsection{A bilayer that is free to bend}

\paragraph{Proposition 1 (free bilayer).} If the laminate consists of one piezoelectric and one magnetostrictive layer and is free to bend, then at weak coupling
\begin{equation}
\alpha=A\,u(1-3u). \label{bend}
\end{equation}
The maxima lie at $f=\tfrac12(1\pm1/\sqrt3)$, and $f=\tfrac12$ is a local minimum.

\textit{Proof.} Measure the height $z$ in units of $t$ from the middle plane. The piezoelectric occupies $-\tfrac12<z<-\tfrac12+f$ and the magnetostrictive layer the rest. The strain of a thin bent bar is linear in height, $S(z)=S_0+\kappa z$, where $\kappa$ is the curvature times $t$. The stress is
\begin{equation}
T(z)=\frac{S_0+\kappa z-\lambda(z)}{s},
\end{equation}
with $\lambda=qH$ in the magnetostrictive layer and $\lambda=0$ in the piezoelectric. Neither a force nor a moment acts from outside, so $\int T\,dz=0$ and $\int zT\,dz=0$ over $-\tfrac12<z<\tfrac12$. Since $\int z\,dz=0$ and $\int z^2dz=\tfrac1{12}$,
\begin{align}
S_0&=\int\lambda\,dz=(1-f)qH,\\
\frac{\kappa}{12}&=\int z\lambda\,dz
=\frac{qH}{2}\left[\frac14-\left(f-\frac12\right)^2\right]=\frac{qHu}{2}.
\end{align}
Hence $\kappa=6u\,qH$. The centre of the piezoelectric is at $\bar z=-\tfrac12+\tfrac f2=-\tfrac12(1-f)$, so its mean stress is
\begin{equation}
\bar T_p=\frac{S_0+\kappa\bar z}{s}=\frac{(1-f)qH}{s}(1-3u).
\end{equation}
With open electrodes $D=0$ at every height, and $E(z)=-dT(z)/\varepsilon$. Integrating $E$ over the piezoelectric gives $V/t=-df\bar T_p/\varepsilon$, which is (\ref{bend}).

The derivative of $u(1-3u)$ with respect to $u$ is $1-6u$, so the function rises up to $u=\tfrac16$ and falls beyond it. The condition $f(1-f)=\tfrac16$ has the solutions $f=\tfrac12(1\pm\sqrt{1-2/3})$, which are the stated ones. At $f=\tfrac12$, $u$ takes its largest value $\tfrac14$, which lies on the falling branch. Moving $f$ either way lowers $u$ and raises $|\alpha|$. $\square$

At equal fractions the strain in the piezoelectric is $(\tfrac12+\tfrac32z)qH$. It runs from $\tfrac12qH$ at the bond to $-\tfrac14qH$ at the free face, so part of the voltage is cancelled inside the layer. With the value of $A$ from the example, the weak-coupling maxima at $f=0.211$ and $0.789$ reach $A/12=0.63$ V/(cm\,Oe), against $A/16=0.47$ V/(cm\,Oe) at $f=\tfrac12$. The flat laminate gives four times the latter value at weak coupling. A single bilayer that is free to bend therefore does not follow the rule of equal fractions. The rule is restored if a support keeps the bilayer flat without hindering its extension; the symmetric stack stays flat by itself.

\subsection{A compliant bond leaves the optimum in place}

\paragraph{Proposition 2.} Let each of the two bonds in the symmetric bar of length $L$ be a glue layer of thickness $t_g$ and shear modulus $G$. At weak coupling, with the shear deformation of the layers themselves neglected,
\begin{equation}
\alpha=Au\left(1-\frac{\tanh X}{X}\right),\quad X=\frac{L}{2\ell},\quad
\ell^2=\frac{t_gtu}{2sG}, \label{glue}
\end{equation}
and $|\alpha|$ is still largest at $f=\tfrac12$.

\textit{Proof.} By symmetry it is enough to treat one outer layer, of thickness $ft/2$, and half the core, of thickness $(1-f)t/2$. Let $w_p(x)$ and $w_m(x)$ be their axial displacements and $\delta=w_m-w_p$. The glue pulls the outer layer along with the shear stress $\tau=G\delta/t_g$ and holds the core back with the same stress. The balance of forces on short elements reads
\begin{equation}
\frac{ft}{2}\frac{dT_p}{dx}=-\tau,\qquad
\frac{(1-f)t}{2}\frac{dT_m}{dx}=\tau .
\end{equation}
The strains are $w_p'=sT_p$ and $w_m'=sT_m+qH$, so $\delta'=s(T_m-T_p)+qH$. Differentiating once more,
\begin{equation}
\delta''=\frac{2s\tau}{t}\left(\frac1{1-f}+\frac1f\right)=\frac{2s\tau}{tu}
=\frac{2sG}{t_gtu}\,\delta=\frac{\delta}{\ell^2}.
\end{equation}
Put $x=0$ at the middle, where $\delta=0$. At the free ends $x=\pm L/2$ both stresses vanish, so $\delta'=qH$ there. The solution has
\begin{equation}
\delta'(x)=qH\,\frac{\cosh(x/\ell)}{\cosh X}.
\end{equation}
The total axial force is zero at every $x$, so $T_m-T_p=-T_p/(1-f)$ and $\delta'=qH-sT_p/(1-f)$. Therefore
\begin{equation}
T_p(x)=\frac{(1-f)qH}{s}\left[1-\frac{\cosh(x/\ell)}{\cosh X}\right].
\end{equation}
The outer electrodes and the core, taken to be in electrical contact with the inner faces of the piezoelectric, make $E$ uniform along the bar, and zero total charge requires $\varepsilon E+d\langle T_p\rangle=0$, where the brackets denote the average over the length. The average of $\cosh(x/\ell)/\cosh X$ is $\tanh X/X$, which gives (\ref{glue}).

It remains to find how this depends on $f$. Because $X^2=B/u$ with $B=L^2sG/(2t_gt)$, we have $u=B/X^2$ and
\begin{equation}
\frac{\alpha}{A}=B\,\frac{1-\tanh X/X}{X^2}. \label{BX}
\end{equation}
The logarithmic derivative of the product $\cosh X=\prod_{n\ge1}(1+X^2/a_n^2)$, with $a_n=(n-\tfrac12)\pi$, is
\begin{equation}
\tanh X=\sum_{n\ge1}\frac{2X}{a_n^2+X^2}.
\end{equation}
Dividing by $X$ and letting $X\to0$ gives $\sum2/a_n^2=1$. Hence
\begin{align}
\frac{1-\tanh X/X}{X^2}
&=\frac1{X^2}\sum_{n\ge1}\left(\frac2{a_n^2}-\frac2{a_n^2+X^2}\right)\notag\\
&=\sum_{n\ge1}\frac{2}{a_n^2(a_n^2+X^2)} .
\end{align}
Every term falls as $X$ grows, that is, rises as $u$ grows. The largest $u$ is at $f=\tfrac12$. $\square$

For $X\ll1$ the fraction in (\ref{BX}) tends to $\tfrac13$ and $\alpha$ loses its dependence on $f$: a very soft bond lowers the response and flattens the maximum, but does not move it. For a 40 mm bar with $t=1$ mm, $t_g=10\ \mu$m and $G=1$ GPa, the transfer length at $f=\tfrac12$ is
\begin{equation}
\ell=\sqrt{\frac{(10^{-5})(10^{-3})(0.25)}{2(15\times10^{-12})(10^9)}}\ \mathrm{m}=0.289\ \mathrm{mm}.
\end{equation}
The loss is $\tanh X/X=1.4\,\%$. Because $\ell$ is here about as small as the layer thickness, the neglected shear of the layers is not negligible, and it raises the loss to roughly 2\,\%. The two glue layers also amount to 2\,\% of the thickness, which the model does not count.

\subsection{A wide plate}

In a plate much wider than it is thick, the bond also transmits stress along axis 2. Let both materials have the in-plane compliances $s_{11}=s$ and $s_{12}$, let $d_{32}=d_{31}=d$, and let the free strains of the core be $q_{11}H$ and $q_{21}H$. Write $\Sigma$ for the sum of the two in-plane stresses, $c_s=s_{11}+s_{12}$ and $\hat q=q_{11}+q_{21}$. Each in-plane strain is common to all layers. Adding the two equalities, and using the force balance $f\Sigma_p+(1-f)\Sigma_m=0$, gives
\begin{equation}
c_s\Sigma_p+2dE=c_s\Sigma_m+\hat qH,\qquad
\frac{c_s\Sigma_p}{1-f}=\hat qH-2dE .
\end{equation}
Open electrodes require $\Sigma_p=-\varepsilon E/d$. Inserting this and solving for $E$ as in Lemma 2,
\begin{equation}
\alpha=-\frac{d\hat q}{\varepsilon c_s}\,\frac{f(1-f)}{1-k_p^2(1-f)},\qquad
k_p^2=\frac{2d^2}{\varepsilon c_s}. \label{plate}
\end{equation}
This has the form (\ref{aeq}). The theorem survives for $k_p^2\ll1$, but that is a stronger demand than $k^2\ll1$. With $s_{12}=-0.3\,s$, $k_p^2=2(0.128)/0.7=0.366$. If in addition $q_{21}=-q_{11}/2$, as for magnetostriction that conserves volume and is symmetric about the field, the optimum is $f^*=0.443$ with $\alpha=1.67$ V/(cm\,Oe), and equal fractions keep 98.7\,\% of it.

\subsection{The measuring circuit}

A cable and amplifier of capacitance $C_L$ draw charge from the electrodes. The bottom electrode and the capacitor plate joined to it are together neutral. The plate holds $C_LV$, so the electrode, of area $a_e$, holds $Da_e=-C_LV$. With $V=Eft$,
\begin{equation}
\varepsilon E+dT_p=-\frac{C_Lft}{a_e}E,\quad
E=-\frac{dT_p}{\varepsilon(1+cf)},\quad c=\frac{C_Lt}{\varepsilon a_e}.
\end{equation}
At weak coupling $T_p=(1-f)qH/s$, hence
\begin{equation}
\alpha=\frac{Af(1-f)}{1+cf}=A\left[\frac1f+\frac{1+c}{1-f}\right]^{-1}.
\end{equation}
Lemma 3 with $a=1$ and $b=1+c$ gives $f^*=1/(1+\sqrt{1+c})$. A thick piezoelectric has a small capacitance and suffers more from the load, so the optimum moves to smaller $f$. For $C_L=100$ pF and an area of 40 mm by 1 mm, $c=0.166$ and $f^*=0.481$. This assumes electrical contact between the core and the piezoelectric. An insulating glue would act as a small capacitance in series, and the same load would then reduce the voltage much more.

\subsection{Applied field instead of internal field}

If the change of magnetization caused by stress is neglected, the magnetization $M=\chi H$ of the core produces an opposing field $NM$, so an applied field $H_a$ leaves $H=H_a-N\chi H$ inside, or
\begin{equation}
H=\frac{H_a}{1+\chi N}.
\end{equation}
The demagnetizing factor $N$ grows with the core thickness. If it is taken as proportional to that thickness, $\chi N=b_N(1-f)$, the weak-coupling response per applied field is
\begin{equation}
\frac{Af(1-f)}{1+b_N(1-f)}=A\left[\frac{1+b_N}{f}+\frac1{1-f}\right]^{-1},
\end{equation}
and Lemma 3 gives $f^*/(1-f^*)=\sqrt{1+b_N}>1$. Demagnetization favours a thinner core.

For numbers, replace the core by an ellipsoid whose axes have the ratios of the core's length, width and thickness. This is a rough substitute for a rectangular bar, in which the internal field is not uniform and is weakest near the ends. Averaged over the length, the loss of field in such a bar is about twice that of the ellipsoid. At $f=\tfrac12$ the ellipsoid gives $N=0.00115$, so with $\chi=100$ the internal field is lower than the applied one by the factor 1.115. The proportional law then has $b_N=0.23$ and predicts $f^*=0.526$; the ellipsoid formula evaluated at each $f$ gives 0.524. A shorter bar has a larger $N$, and the shift can then become important.

\subsection{The example beside a real bar}

For the 40 mm by 1 mm by 1 mm bar, finite coupling and the load lower the optimum, while demagnetization raises it. Taken together, with the glue factor included, they put it at $f^*=0.487$. The response at equal fractions is then 1.63 V/(cm\,Oe) per applied field, which equals the maximum to the digits given. The same bar without load, glue compliance and demagnetization has 2.01 V/(cm\,Oe). With the demagnetizing factor of the ellipsoid, these corrections thus lower the signal by about a fifth and hardly change the best division. The stronger demagnetization of a rectangular bar lowers the signal further, to roughly 1.4 to 1.5 V/(cm\,Oe), and moves the optimum up to about 0.50.

The parameters are rough values for a soft PZT and for Galfenol along an elastically soft direction. The least certain input is $q$, which depends strongly on composition, magnetic bias and static stress; $\alpha$ is proportional to it. The theorem compares laminates at the same $q$. If the bias is not readjusted when the core thickness changes, $q$ varies with $f$ and the optimum shifts by an amount not computed here. The assumption of purely axial stress is also imperfect, since this bar is as wide as it is thick. The wide-plate limit has a maximum of 1.67 instead of 2.01 V/(cm\,Oe) before the other corrections, but this figure rests on the ratio $s_{12}=-0.3\,s$ assumed for both materials. A core with a larger Poisson ratio gives a noticeably higher value, so the size of the effect in the real bar is left open here.

The linear, quasi-static description suits this example within the following limits. Without load, an internal field of 1 Oe produces 201 mV at $f=\tfrac12$ and 4.0 V/cm in the PZT, a fraction $4\times10^{-4}$ of a rough coercive field of 10 kV/cm. The lowest longitudinal resonance, at which the bar is half a wavelength long, is near 37 kHz for a density of 7800 kg/m$^3$ and the compliance $s$, and about 1 kHz higher with open electrodes. The lowest bending resonance of the free bar is much lower, near 1.9 kHz. A perfectly symmetric bar does not excite it, but a real one with slightly unequal layers can, so frequencies close to it are best avoided. At 1 kHz the skin depth in a core of resistivity $10^{-6}\ \Omega$m is 1.6 mm, against a core thickness of 0.5 mm. At the slow end, charge leaks through PZT of resistivity $10^{10}\ \Omega$m in about 150 s if the permittivity $\varepsilon$ is used, or 140 s with the value $\varepsilon[1-k^2(1-f)]$ left by the partial clamping through the core, so a static field gives no lasting voltage. The input resistance of the measuring circuit can set a much shorter time: the partly clamped bar and the load together have about 1.2 nF, which discharges through 10 M$\Omega$ in 12 ms, and the response then falls off below about 13 Hz. The numerical output after the text lists the values of this paragraph, except those for bending and for the input resistance.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough, PZT/Galfenol/PZT bar)
compliance of both layers: 15.0 1e-12/Pa
d31: -170 pC/N; relative permittivity: 1700
q: 1.00 ppm/Oe = 12.57 nm/A
length, width, thickness: 40, 1, 1 mm
susceptibility: 100; load: 100 pF
glue: 10 um, shear modulus 1.0 GPa
MAIN RESULT
k2 = 0.1280; k = 0.358
A = 7.529 V/(cm Oe) = 9.462 V/A
weak law: optimum f = 0.5000, alpha = 1.882 V/(cm Oe) = 2.365 V/A
f, weak alpha, full alpha, full field in PZT [V/cm per Oe]
  0.1  0.678  0.766  7.659
  0.3  1.581  1.737  5.789
  0.4  1.807  1.957  4.893
  0.5  1.882  2.011  4.022
  0.6  1.807  1.905  3.174
  0.7  1.581  1.644  2.349
  0.9  0.678  0.686  0.763
finite k2: optimum f = 0.4829, alpha = 2.0134 V/(cm Oe)
  1/2 - k2/8 = 0.4840; alpha at f=1/2: 2.0111 V/(cm Oe)
  share of maximum kept at f=1/2: 99.883 %
voltage at f=1/2, 1 Oe: 201.1 mV
NEGLECTED EFFECTS
open-circuit compliance: 13.08 1e-12/Pa
core compliance 20 1e-12/Pa: optimum f = 0.447, kept at 1/2: 98.89 %
free bilayer, weak: maxima f = 0.2113, 0.7887
  alpha there 0.627, at 1/2 0.471 V/(cm Oe)
glue transfer length at f=1/2: 0.289 mm
  glue loss: 1.44 %; glue share of thickness: 2.0 %
wide plate: kp2 = 0.366, optimum f = 0.443
  alpha max 1.667 V/(cm Oe), kept at 1/2: 98.73 %
load, weak: c = 0.166, optimum f = 0.481, kept at 1/2: 99.85 %
demagnetization: N at f=1/2 = 0.00115, 1+chi N = 1.115
  weak optimum f = 0.524, kept at 1/2: 99.78 %
k2, load, demagnetization, glue together: optimum f = 0.487
  alpha max 1.634, at 1/2 1.633 V/(cm Oe) applied
OPERATING LIMITS (rough)
PZT field at 1 Oe: 4.02 V/cm; coercive: 10 kV/cm; ratio 4.0e-04
bar resonance: 36.5 kHz; leakage time: 151 s
skin depth at 1 kHz: 1.58 mm; core thickness: 0.50 mm
\end{verbatim}
